# Superheating and coexistence in the sixth-order Landau model of a ferroelectric

## What scaling fixes

Let \(P\) be the polarization along one fixed crystal axis. If reversing \(P\) gives an equivalent state, the free-energy density at zero field contains even powers of \(P\) alone. A sixth-order form that gives a first-order transition is

\[
f(P)=\tfrac12 A P^2-\tfrac14 bP^4+\tfrac16 cP^6,\qquad A=a(\theta-\theta_0),
\]

where \(\theta=k_BT\), \(\theta_0=k_BT_0\), and \(a,b,c\) are positive constants. The minus sign in front of \(b\) makes the transition first order, and the positive \(c\) keeps \(f\) bounded below. The energy is measured from the nonpolar state, so \(f(0)=0\).

Each coefficient has the dimension of \(f\) divided by the power of \(P\) it multiplies. The one combination of \(b\) and \(c\) with the dimension of \(A\) is therefore \(b^2/c\), since \((f/P^4)^2/(f/P^6)=f/P^2\). The substitution \(P=\sqrt{b/c}\,p\) shows the same thing:

\[
f=\frac{b^3}{c^2}\left(\tfrac12\tau p^2-\tfrac14p^4+\tfrac16p^6\right),\qquad \tau=\frac{Ac}{b^2}.
\]

The shape of the energy curve depends on the single number \(\tau\). Any special temperature defined by that shape must have the form

\[
A_*=\kappa\,\frac{b^2}{c},\qquad \theta_*-\theta_0=\kappa\,\frac{b^2}{ac},
\]

with \(\kappa\) a pure number. Two such temperatures matter here. At the coexistence temperature \(T_c\) the polar and nonpolar minima have equal energy. The superheating limit \(T_1\) is the upper end of the temperature range in which a polar minimum exists. Scaling already says that \((T_1-T_0)/(T_c-T_0)=\kappa_1/\kappa_c\) is the same for all positive \(a,b,c\). It remains to show that this number is \(4/3\).

The conditions are as follows. The polarization is uniform and the macroscopic field is zero. The mechanical condition, for instance zero stress, is the same at all temperatures, and its effect is contained in the coefficients \(T_0\), \(a\), \(b\) and \(c\). The polar state is assumed stable against rotation of \(P\) away from the axis, which a one-component energy cannot test. The algebra is in atomic units. The formulas contain no universal constants apart from \(k_B\), which is absorbed in \(\theta\), so they hold unchanged when energies are in eV, lengths in Å and charges in units of \(e\).

## First derivation: the energy at fixed temperature

Write \(x=P^2\ge0\).

**The nonpolar state.** The second derivative is

\[
f''(P)=A-3bP^2+5cP^4,
\]

so \(f''(0)=A\). For \(A>0\) the nonpolar state is a minimum, and for \(A<0\) it is a maximum. At \(A=0\) the leading term is \(-bP^4/4\), so it is a maximum there too. Thus \(T_0\) is the limit to which the nonpolar state can be supercooled.

**Coexistence.** Take out a factor \(x/2\):

\[
f=\frac x2\left[A-\frac b2x+\frac c3x^2\right].
\]

To complete the square, note that

\[
\frac c3\left(x-\frac{3b}{4c}\right)^2=\frac c3x^2-\frac b2x+\frac{3b^2}{16c}.
\]

The last term is not in the bracket and must be subtracted again, which gives

\[
f=\frac x2\left[\frac c3\left(x-\frac{3b}{4c}\right)^2+A-\frac{3b^2}{16c}\right].
\]

If \(A>3b^2/(16c)\), the bracket is positive and every polar state lies above the nonpolar one. If \(A<3b^2/(16c)\), the choice \(x=3b/(4c)\) makes \(f\) negative, so a polar state is favoured. At equality \(f\ge0\), with zeros at \(x=0\) and \(x=3b/(4c)\) and nowhere else. Both zeros are then minima of equal energy, and

\[
A_c=\frac{3b^2}{16c},\qquad P_c^2=\frac{3b}{4c}.
\]

The polarization jumps between \(0\) and \(P_c\) at this temperature if the system follows the lowest energy.

**The superheating limit.** A polar minimum can persist above \(T_c\) as a metastable state. Its existence is a question about the slope,

\[
f'(P)=P\,(A-bx+cx^2).
\]

Since \(c(x-b/2c)^2=cx^2-bx+b^2/(4c)\), this is

\[
f'(P)=P\left[c\left(x-\frac b{2c}\right)^2+A-\frac{b^2}{4c}\right].
\]

For \(A>b^2/(4c)\) the slope is positive for every \(P>0\), and no polar stationary point exists. For \(0<A<b^2/(4c)\) there are two positive roots,

\[
x_\pm=\frac{b\pm\sqrt{b^2-4cA}}{2c}.
\]

To see which is a minimum, insert the stationarity condition \(A=bx-cx^2\) into \(f''\):

\[
f''=(bx-cx^2)-3bx+5cx^2=4cx^2-2bx=2x(2cx-b).
\]

This is positive at \(x_+>b/(2c)\) and negative at \(x_-<b/(2c)\). The outer root is the polar minimum, which is metastable for \(A>A_c\) and the state of lowest energy for \(A<A_c\). The inner root is the top of the barrier between it and the nonpolar state. As \(A\) rises to \(b^2/(4c)\) the two merge at \(x=b/(2c)\). There \(f'=cP(x-b/2c)^2\) does not change sign, so the merged point is an inflection and the minimum is already gone. The limit is

\[
A_1=\frac{b^2}{4c},\qquad P_1^2=\frac b{2c}.
\]

**The ratio.** Dividing both thresholds by \(a\) gives

\[
\theta_c-\theta_0=\frac{3b^2}{16ac},\qquad
\theta_1-\theta_0=\frac{b^2}{4ac},
\]

and therefore

\[
\frac{T_1-T_0}{T_c-T_0}=\frac{1/4}{3/16}=\frac43 .
\]

The factor \(k_B\) cancels. The ratio also does not depend on how the coefficients are numbered. With \(f=\alpha P^2+\beta P^4+\gamma P^6\) one has \(A=2\alpha\), \(b=-4\beta\), \(c=6\gamma\). The thresholds become \(\alpha_c=\beta^2/(4\gamma)\) and \(\alpha_1=\beta^2/(3\gamma)\), again in the ratio \(4/3\).

## Second derivation: following the polar branch

The same result can be reached without examining the energy curve at each temperature. Ask instead at which \(A\) a given polarization is stationary. From \(f'=0\) with \(P\ne0\),

\[
A=g(x),\qquad g(x)=bx-cx^2 .
\]

This is an inverted parabola. It starts at \(A=0\), \(x=0\), where the polar branch joins the nonpolar state, rises to an apex, and returns to \(A=0\) at \(x=b/c\).

**Stability from the slope of the branch.** At fixed \(A\) the slope of the energy is \(f'=P[A-g(P^2)]\). Differentiate once more and set \(A=g(x)\). The term from the prefactor \(P\) vanishes, and the chain rule leaves

\[
f''=-2x\,g'(x).
\]

States on the falling side of the parabola are stable: their polarization decreases on heating. States on the rising side are unstable. The highest \(A\) reached by the branch is the superheating threshold. From \(g'(x)=b-2cx=0\) it lies at \(x_1=b/(2c)\), where

\[
A_1=g(x_1)=\frac{b^2}{2c}-\frac{b^2}{4c}=\frac{b^2}{4c}.
\]

**Energy by integration.** Let \(F(x)\) be the value of \(f\) at the stationary state with \(P^2=x\). Moving along the branch changes both \(x\) and \(A\), so

\[
\frac{dF}{dx}=\left.\frac{\partial f}{\partial x}\right|_A+\left.\frac{\partial f}{\partial A}\right|_x g'(x).
\]

The first term is zero because the state is stationary. The second contains \(\partial f/\partial A=x/2\), because \(A\) enters \(f\) through \(Ax/2\) alone. Physically, \(-k_Ba\,x/2\) is the entropy density of the polar state relative to the nonpolar one, and the integration adds up this entropy along the branch. With \(F(0)=0\),

\[
F(x)=\frac12\int_0^x x'(b-2cx')\,dx'=\frac{bx^2}4-\frac{cx^3}3 .
\]

The nonpolar state has \(f=0\) at every temperature, so coexistence requires \(F=0\) with \(x\neq0\). This gives \(x_c=3b/(4c)\). It lies beyond the apex, on the stable side, and

\[
A_c=g(x_c)=\frac{3b^2}{4c}-\frac{9b^2}{16c}=\frac{3b^2}{16c}.
\]

In the variable \(u=cx/b\) the branch is \(A=(b^2/c)\,u(1-u)\). The apex is at \(u=1/2\) and coexistence is at \(u=3/4\), so

\[
\frac{A_1}{A_c}=\frac{\frac12\cdot\frac12}{\frac34\cdot\frac14}=\frac43 .
\]

**An equal-area rule.** Integration by parts puts the energy in the form

\[
F(x)=\frac12\left[x\,g(x)-\int_0^x g(x')\,dx'\right].
\]

At coexistence \(A_c\) therefore equals the mean of \(g\) over the interval from \(0\) to \(x_c\). On a graph of \(A\) against \(P^2\), the horizontal line \(A=A_c\) cuts off equal areas below and above itself. The superheating threshold is the maximum of the same curve.

**Two energies from the same function.** At \(T_1\) the vanishing polar state lies above the nonpolar one by

\[
F\!\left(\frac b{2c}\right)=\frac{b^3}{16c^2}-\frac{b^3}{24c^2}=\frac{b^3}{48c^2}.
\]

At \(T_c\) the barrier top is the other root of \(g(x)=A_c\). The two roots add up to \(b/c\), so it lies at \(x=b/(4c)\), and the barrier is

\[
F\!\left(\frac b{4c}\right)=\frac{b^3}{64c^2}-\frac{b^3}{192c^2}=\frac{b^3}{96c^2}.
\]

The excess energy at the superheating limit is twice the coexistence barrier. These are energies per volume for a uniform change of \(P\), not nucleation barriers.

## A numerical case

Take round model parameters: \(\theta_0=0.033\) eV, \(a=15\) Å/\(e^2\), \(b=300\) eV Å\(^5\)/\(e^4\) and \(c=1.5\times10^6\) eV Å\(^9\)/\(e^6\). Then

\[
\theta_c-\theta_0=\frac{3(300)^2}{16(15)(1.5\times10^6)}=0.00075\ \text{eV},
\]

\[
\theta_1-\theta_0=\frac{(300)^2}{4(15)(1.5\times10^6)}=0.00100\ \text{eV}.
\]

In kelvin the offsets are 8.70 K and 11.60 K. With \(T_0=382.95\) K, coexistence is at 391.65 K and the superheating limit at 394.55 K. A scan of \(f(P)\) that locates both temperatures from their definitions gives the ratio 1.333333, and the same value for other randomly chosen coefficients.

Coexistence does not sit in the middle of the metastable range. Three quarters of the interval from \(T_0\) to \(T_1\) lie below \(T_c\), so in this model the nonpolar state can be supercooled three times as far as the polar state can be superheated.

The polarization is \(P_c=\sqrt{1.5\times10^{-4}}=0.01225\ e/\text{Å}^2\) at coexistence and tends to \(P_1=\sqrt{10^{-4}}=0.01000\ e/\text{Å}^2\) at the limit. The polar state thus disappears while its polarization is still \(\sqrt{2/3}\), or about 82%, of the coexistence value. Between the two, at an offset of 0.0009 eV, \(A=0.0135\) eV Å/\(e^2\) and

\[
x_+=\frac{300+\sqrt{90000-81000}}{3\times10^6}=1.316\times10^{-4}\ e^2/\text{Å}^4 ,
\]

so \(P=0.01147\ e/\text{Å}^2\). Its energy, \(1.59\times10^{-7}\) eV/Å\(^3\), is positive, as it must be for a metastable state. The coexistence barrier is \(1.25\times10^{-7}\) eV/Å\(^3\), and the excess at the limit is \(2.50\times10^{-7}\) eV/Å\(^3\).

The meaning of the limits shows in the overdamped relaxation \(dP/ds=-f'(P)\), with \(s\) a scaled time. Started from \(P_c\) at 0.99 of the superheating offset, the system settles at \(0.01049\ e/\text{Å}^2\). At 1.01 of that offset it falls to zero. The first value is 5% above \(P_1\) although the offset is 1% below its limit, because \(x_+-x_1=\sqrt{(A_1-A)/c}\) is a square root, with infinite slope at the end point. A small polarization of \(0.0001\ e/\text{Å}^2\) decays at an offset of \(10^{-5}\) eV (0.12 K) above \(T_0\) and grows to \(0.01416\ e/\text{Å}^2\) at the same distance below it. The starting value must lie below the barrier top, which moves to \(P=0\) as \(T_0\) is approached from above. Within about 0.002 K above \(T_0\) this starting value is already beyond the barrier and grows as well. The remaining values are in the numerical output.

## What each derivation assumes

The first derivation needs the energy \(f(P)\) at a fixed temperature and nothing about how the temperature was reached. The completed square is a global statement: at \(T_c\) no value of \(P\) has a lower energy than the two coexisting states. The linear law \(A=a(\theta-\theta_0)\) enters at the last step, where a ratio of thresholds in \(A\) becomes a ratio of temperature offsets.

The second derivation needs the equation of state \(A=g(x)\) and the single reference value \(F(0)=0\). In return, the branch must be known from \(x=0\) to \(x_c\), including its unstable part, since the integral runs through it. It also uses the fact that \(A\) multiplies \(x/2\) and appears nowhere else. If \(b\) varies with temperature, \(x/2\) no longer gives the whole entropy. The integration must then either be done at fixed \(b\) or include the term from the change of \(b\).

Both therefore establish \(A_1/A_c=4/3\) at given \(b\) and \(c\). The statement about temperatures follows if, in addition, \(A\) obeys the linear law and \(b^2/c\) has the same value at \(T_c\) and \(T_1\). Constant \(b\) and \(c\) ensure the latter. Three cases show where the result changes or loses its meaning.

**Temperature-dependent \(b\).** Each threshold must be evaluated with \(b\) at its own temperature, so

\[
\frac{\theta_1-\theta_0}{\theta_c-\theta_0}=\frac43\left[\frac{b(\theta_1)}{b(\theta_c)}\right]^2 .
\]

If \(b\) falls on heating while staying positive, the ratio is below \(4/3\). In the numerical case, a linear fall of \(b\) by a fraction 100 per eV above \(\theta_0\) lowers it to 1.2813.

**Higher powers.** Add \(dP^8/8\) with \(d>0\). The branch becomes \(g=bx-cx^2-dx^3\), and the energy can be written \(f=\tfrac x2[A-m(x)]\) with

\[
m(x)=\frac b2x-\frac c3x^2-\frac d4x^3 .
\]

Now \(A_1\) is the maximum of \(g\), and \(A_c\) is the maximum of \(m\). To first order in \(d\), a maximum shifts by the added term evaluated at the old position, because the slope there is zero:

\[
\delta A_1=-\frac{db^3}{8c^3},\qquad \delta A_c=-\frac{27\,db^3}{256c^3}.
\]

Relative to \(A_1\) and \(A_c\) these are \(-\tfrac12\,db/c^2\) and \(-\tfrac9{16}\,db/c^2\). Coexistence is lowered by the larger fraction, and

\[
\frac{A_1}{A_c}\approx\frac43\left(1+\frac{db}{16c^2}\right).
\]

For \(d=2\times10^9\) eV Å\(^{13}\)/\(e^8\) the parameter \(db/c^2\) is 0.27, and this estimate gives 1.356. The scan of the full energy gives 1.3486. The direction agrees, but the first-order term overestimates the rise, since the parameter is not very small.

**The tricritical point.** Both offsets are proportional to \(b^2\). Halving \(b\) reduces them to 0.0001875 eV and 0.00025 eV, a quarter of their former values, with the ratio unchanged. At \(b=0\) both vanish and the ratio has no meaning. The polar states then obey \(A+cP^4=0\), so they exist for \(A<0\) alone, and \(P\) grows continuously from zero as \((T_0-T)^{1/4}\). If the quartic term becomes positive, the transition stays continuous and there is no metastable range.

Finally, \(T_1\) is a limit of local stability in a mean-field energy. The model contains neither thermal fluctuations nor nucleation of the nonpolar phase, so it does not predict the temperature at which a heated sample transforms.

## Table of computed values

```
INPUT
theta0 = kB*T0                     0.0330 eV
a                                  15.0 A/e^2
b                                  300.0 eV A^5/e^4
c                                  1.50e+06 eV A^9/e^6
OFFSETS ABOVE theta0
coexistence, scan of f(P)          0.00075000 eV
coexistence, formula               0.00075000 eV
superheating limit, scan of f(P)   0.00100000 eV
superheating limit, formula        0.00100000 eV
ratio of scanned offsets           1.333333 (no unit)
MAIN RESULTS, WITH CONVERSION
theta0                             0.03300 eV = 382.95 K
coexistence                        0.03375 eV = 391.65 K
superheating limit                 0.03400 eV = 394.55 K
coexistence offset                 8.70 K
superheating offset                11.60 K
STATES
P at coexistence                   0.01225 e/A^2
P at superheating limit            0.01000 e/A^2
barrier at coexistence             1.2500e-07 eV/A^3
polar excess energy at limit       2.5000e-07 eV/A^3
metastable example: offset         0.00090 eV
metastable example: P              0.01147 e/A^2
metastable example: f              1.5919e-07 eV/A^3
RELAXATION, FINAL P
from polar, 0.99 of limit offset   0.01049 e/A^2
from polar, 1.01 of limit offset   0.00000 e/A^2
from P=0.0001, just above theta0   0.00000 e/A^2
from P=0.0001, just below theta0   0.01416 e/A^2
SCOPE
random coefficients, lowest ratio  1.333333 (no unit)
random coefficients, highest ratio 1.333333 (no unit)
b halved: coexistence offset       0.00018750 eV
b halved: superheating offset      0.00025000 eV
fractional fall of b per eV        100.0 1/eV
ratio when b falls on heating      1.2813 (no unit)
d in added term d*P^8/8            2.0e+09 eV A^13/e^8
ratio with eighth-order term       1.3486 (no unit)
```
